# Negative capacitance from a rising current in a linear dielectric

## Negative capacitance without ferroelectric polarization

A model dielectric film 20 nm thick, with a constant relative permittivity of 20, has a geometric capacitance of $+0.885\ \mu\mathrm{F/cm^2}$. At 0.01 Hz its small-signal capacitance is $-1.09\ \mu\mathrm{F/cm^2}$. The film has no ferroelectric polarization. What it has is a slow leakage response: a small upward voltage step raises the current at once, and this increase then grows by about six per cent in a few seconds. The sine transform of the slope of the current after the step fixes both the sign and the size of the effect.

### From the step response to the capacitance

Let a device be held at a stable bias, and let the change $v(t)$ of its voltage be small enough for a linear response. All currents and capacitances are per unit area. A step $\Delta V>0$ at $t=0$ changes the terminal current density by

$$\delta J_{\rm tot}(t)=C_\infty\Delta V\,\delta(t)+j(t),\qquad t\ge 0. \tag{1}$$

The first term is the charging spike of the instantaneous capacitance $C_\infty$. The second, $j(t)$, is everything that follows it: carriers crossing the device and also the current induced in the leads by changing trapped charge. Assume that $j$ tends to a finite limit $j(\infty)$ and that its slope $f(t)=dj/dt$ is integrable.

Any $v(t)$ that vanishes in the distant past is a sum of steps $v'(t')\,dt'$. By linearity,

$$\delta J_{\rm tot}(t)=C_\infty v'(t)+\frac{1}{\Delta V}\int_{-\infty}^{t}v'(t')\,j(t-t')\,dt'. \tag{2}$$

Take $v\propto e^{zt}$ with $z=i\omega+\eta$, where a small $\eta>0$ switches the signal on slowly. Then $v'=zv$, and with $u=t-t'$ the admittance $Y=\delta J_{\rm tot}/v$ is

$$Y=zC_\infty+\frac{z}{\Delta V}\int_0^\infty j(u)e^{-zu}\,du. \tag{3}$$

Integrate by parts:

$$z\int_0^\infty j\,e^{-zu}du=\Big[-j\,e^{-zu}\Big]_0^\infty+\int_0^\infty f\,e^{-zu}du=j(0^+)+\int_0^\infty f\,e^{-zu}du .$$

The upper boundary term vanishes because $\eta>0$. Since $f$ is integrable, $\eta$ may now go to zero:

$$Y(\omega)=i\omega C_\infty+\frac{1}{\Delta V}\left[j(0^+)+\int_0^\infty f(t)e^{-i\omega t}dt\right]. \tag{4}$$

Write $Y=G+i\omega C$. Because $e^{-i\omega t}=\cos\omega t-i\sin\omega t$,

$$C(\omega)=C_\infty-\frac{1}{\omega\,\Delta V}\int_0^\infty f(t)\sin\omega t\,dt, \tag{5}$$

$$G(\omega)=\frac{1}{\Delta V}\left[j(0^+)+\int_0^\infty f(t)\cos\omega t\,dt\right]. \tag{6}$$

The initial jump $j(0^+)$ enters the conductance alone. A large leakage current that does not drift leaves the capacitance at $C_\infty$.

### The sign of the sine transform

Now let the current rise with a strictly decreasing slope: $f>0$, and $f$ falls to zero. Divide the time axis into half periods $\pi/\omega$. The sine is positive in the first of each pair and takes the opposite values in the second, so

$$\int_0^\infty f\sin\omega t\,dt=\sum_{n=0}^{\infty}\int_0^{\pi/\omega}\left[f\!\left(t+\tfrac{2n\pi}{\omega}\right)-f\!\left(t+\tfrac{(2n+1)\pi}{\omega}\right)\right]\sin\omega t\,dt>0. \tag{7}$$

Each bracket is positive because its second argument is later. By (5), the rising current therefore contributes negatively to the capacitance at every $\omega>0$. Strict decrease matters for the strict sign: a staircase that is constant throughout each full period gives zero at that frequency.

If $f$ is differentiable, the weight of each part of the transient can be read from

$$\int_0^\infty f\sin\omega t\,dt=\frac1\omega\int_0^\infty[-f'(t)]\,(1-\cos\omega t)\,dt. \tag{8}$$

This is an integration by parts with $(1-\cos\omega t)/\omega$ as the integral of the sine. The boundary terms vanish because $f\to0$ at late times, while at early times $1-\cos\omega t\sim\omega^2t^2/2$ and a decreasing integrable $f$ obeys $tf\to0$. Both factors on the right are non-negative.

The result concerns the contribution. The total $C$ is negative only at frequencies where the contribution exceeds $C_\infty$ in magnitude.

**Low frequency.** Suppose $\int_0^\infty t|f|\,dt$ is finite. Then $\sin(\omega t)/\omega\to t$ under the integral in (5), and

$$C(0)=C_\infty-\frac1{\Delta V}\int_0^\infty t f\,dt=C_\infty-\frac{1}{\Delta V}\int_0^\infty[j(\infty)-j(t)]\,dt. \tag{9}$$

The second form follows by parts, with $-[j(\infty)-j(t)]$ as the integral of $f$; the boundary term vanishes because $t\int_t^\infty |f|\,dt'\le\int_t^\infty t'|f|\,dt'\to0$. The negative contribution is the charge missing between the actual current and its final value, divided by the step. In this limit a rising current suffices, whatever the shape of its slope.

**High frequency.** If $f(0^+)$ is finite and $f$ is decreasing and continuously differentiable, another integration by parts gives $\int f\sin\omega t\,dt\to f(0^+)/\omega$. The contribution then fades as $-f(0^+)/(\omega^2\Delta V)$.

**A rise that starts late.** At finite frequency the shape does matter. In dimensionless time take $f=t^4e^{-t}/24$, a current that rises after a delay. Its sine transform is the imaginary part of $(1-i\omega)^{-5}$,

$$\int_0^\infty f\sin\omega t\,dt=\frac{\sin(5\arctan\omega)}{(1+\omega^2)^{5/2}}. \tag{10}$$

This is $+0.466$ at $\omega=0.1$ but $-0.125$ at $\omega=1$, where the delayed rise contributes positively to $C$. A decreasing slope is thus a sufficient condition for a negative contribution, and a rising current alone is not sufficient at all frequencies.

### A film whose leakage rises

A mechanism is needed that makes the current rise in a linear dielectric. Let the film have thickness $d$ and constant permittivity $\varepsilon$, with the cathode at $x=0$. A sheet of $N$ traps per area lies at $x_1$. A trap is neutral when it holds an electron and positive when empty; $p$ is the density of empty traps and $q>0$ the elementary charge.

Let $F=d\phi/dx$, with $\phi$ the electrostatic potential, so that positive $F$ drives electrons to the anode. Poisson's equation across the sheet gives $F_1-F_2=qp/\varepsilon$ for the fields on the cathode and anode sides, and the voltage drop gives $F_1x_1+F_2(d-x_1)=V$. With $s=1-x_1/d$ the solution is

$$F_1=\frac Vd+\frac{sqp}{\varepsilon},\qquad F_2=\frac Vd-\frac{(1-s)qp}{\varepsilon}. \tag{11}$$

Positive trapped charge strengthens the field at the cathode. Let the injected current density $J$ depend on $F_1$, and the emission rate $e$ of an occupied trap on $F_2$. Near the bias point both are taken as exponentials,

$$J=J_r e^{(F_1-F_r)/F_J},\qquad e=e_r e^{(F_2-F_r)/F_e}. \tag{12}$$

An empty trap captures electrons at the rate $c=\sigma J/q$, where $\sigma$ is an effective cross-section per injected electron, taken as constant. It equals the microscopic cross-section times the ratio of the thermal to the drift velocity of the free electrons. Hence

$$\frac{dp}{dt}=e(N-p)-cp. \tag{13}$$

Transit of free electrons is treated as instantaneous. On the cathode side the total current is then $J+\varepsilon\,dF_1/dt$, and (11) with $C_\infty=\varepsilon/d$ gives

$$J_{\rm tot}=C_\infty\frac{dV}{dt}+J+sq\frac{dp}{dt}. \tag{14}$$

On the anode side the electron current is $J+q\,dp/dt$. Adding $\varepsilon\,dF_2/dt=C_\infty dV/dt-(1-s)q\,dp/dt$ returns the same total, as continuity requires.

### Linear response of the film

Let $g=dJ/dF_1=J/F_J$. From (12), $\delta e=(e/F_e)\delta F_2$ and $\delta c=(c/F_J)\delta F_1$. The linear part of (13) is

$$\delta p'=-(e+c)\delta p+(N-p)\frac{e}{F_e}\delta F_2-p\frac{c}{F_J}\delta F_1 .$$

Insert $\delta F_1=\delta V/d+sq\,\delta p/\varepsilon$ and $\delta F_2=\delta V/d-(1-s)q\,\delta p/\varepsilon$, and use $c/F_J=\sigma g/q$ in the term with $\delta p$. Collecting terms gives $\delta p'=a\,\delta V-\delta p/\tau$, with

$$a=\frac1d\left[\frac{(N-p)e}{F_e}-\frac{pc}{F_J}\right]=\frac{pc}{d}\left(\frac1{F_e}-\frac1{F_J}\right), \tag{15}$$

$$\frac1\tau=c+e+\frac{p\sigma gs}{\varepsilon}+\frac{(N-p)e}{F_e}\frac{q(1-s)}{\varepsilon}. \tag{16}$$

The second form of $a$ uses the steady state $(N-p)e=pc$. A higher voltage empties traps if emission is the steeper function of field, $F_e<F_J$.

After a step, $\delta p=a\tau\Delta V(1-e^{-t/\tau})$. Since $\delta J=g\,\delta F_1$, equation (14) gives for $t>0$

$$\frac{j(t)}{\Delta V}=\frac gd+asq\left[\frac{g\tau}{\varepsilon}\left(1-e^{-t/\tau}\right)+e^{-t/\tau}\right], \tag{17}$$

$$f(t)=\frac{asq\,\Delta V}{\tau}\left(\frac{g\tau}{\varepsilon}-1\right)e^{-t/\tau}. \tag{18}$$

The two terms in the last bracket compete. Emptying the traps induces a current that dies away, which is ordinary positive capacitance. The positive charge left behind raises the injection, and that current grows. For $a>0$ the total rises if

$$\frac{g\tau}{\varepsilon}>1, \tag{19}$$

that is, if the traps respond more slowly than the time $\varepsilon/g$.

The integrals of $e^{-t/\tau}$ with $\sin\omega t$ and $\cos\omega t$ are $\omega\tau^2/(1+\omega^2\tau^2)$ and $\tau/(1+\omega^2\tau^2)$. Equations (5) and (6) become

$$C(\omega)=C_\infty-\frac{asq\tau\,(g\tau/\varepsilon-1)}{1+\omega^2\tau^2}, \tag{20}$$

$$G(\omega)=\frac gd+asq\left[1+\frac{g\tau/\varepsilon-1}{1+\omega^2\tau^2}\right]. \tag{21}$$

For $a>0$ the bracket in (21) is positive at every frequency. The mean small-signal power $G|v|^2/2$ is then positive too, so the film absorbs signal power even where $C<0$.

### Numbers

Take $d=20$ nm, $x_1=10$ nm ($s=0.5$), $V=2$ V, $N=3\times10^{12}\ \mathrm{cm^{-2}}$ and $\sigma=3\times10^{-15}\ \mathrm{cm^2}$. At $F_r=1$ MV/cm let $J_r=10^{-5}\ \mathrm{A/cm^2}$ and $e_r=0.20\ \mathrm{s^{-1}}$, with $F_J=0.40$ and $F_e=0.20$ MV/cm. These values are meant for 85 °C.

Solving the steady state of (13) numerically gives $p=1.24\times10^{12}\ \mathrm{cm^{-2}}$, and from it

- $F_1=1.056$ and $F_2=0.944$ MV/cm;
- $J=1.15\times10^{-5}\ \mathrm{A/cm^2}$, $c=0.215\ \mathrm{s^{-1}}$, $e=0.151\ \mathrm{s^{-1}}$;
- $g/\varepsilon=16.2\ \mathrm{s^{-1}}$ and $a=3.33\times10^{11}\ \mathrm{cm^{-2}s^{-1}V^{-1}}$;
- $\tau=2.19$ s, hence $g\tau/\varepsilon=35.5$.

Condition (19) is met by a wide margin. The induced trap charge alone would add $asq\tau=0.058\ \mu\mathrm{F/cm^2}$. The full contribution at zero frequency is

$$-0.0584\times(35.535-1)\approx-2.02\ \mu\mathrm{F/cm^2},$$

so that $C(0)=0.885-2.017=-1.13\ \mu\mathrm{F/cm^2}$.

The same number can be read from the transient. After a 5 mV step, $j$ starts at 72.0 and ends at 76.6 nA/cm². The missing charge in (9) is the rise of 4.61 nA/cm² times 2.19 s, or 10.1 nC/cm². Divided by 5 mV it gives $2.02\ \mu\mathrm{F/cm^2}$.

Equations (20) and (21) give the spectrum:

| Frequency (Hz) | $C$ (µF/cm²) | $G$ (µS/cm²) |
|---|---|---|
| 0.01 | −1.094 | 15.31 |
| 0.03 | −0.838 | 15.19 |
| 0.10 | +0.188 | 14.72 |
| 1.00 | +0.875 | 14.41 |

The sign changes where $\omega\tau=\sqrt{2.017/0.885-1}=1.13$, at 0.082 Hz. At 0.01 Hz the ratio $\omega|C|/G$ is only 0.0045. The capacitive current is less than half a per cent of the in-phase current, so an instrumental phase error of 0.0045 rad would produce a false signal as large as the true one.

Two changes remove the cause. In each, the other parameters are held fixed, the bias state is solved anew, and $C$ is extracted from a numerical integration of (13) under a 2 mV sinusoidal voltage.

Exchanging the field scales, $F_J=0.20$ and $F_e=0.40$ MV/cm, makes $a$ negative. A higher voltage now fills traps, the current falls after the step, and at 0.03 Hz the contribution is $+3.63\ \mu\mathrm{F/cm^2}$.

Raising $e_r$ to $50\ \mathrm{s^{-1}}$ keeps $a>0$ but lowers $g\tau/\varepsilon$ to 0.76. The induced trap current now wins, and at 1 Hz the contribution is $+0.68\ \mathrm{nF/cm^2}$.

### The model beside a real capacitor

The parameters are illustrative: they show the mechanism in a model film and do not describe a particular material. The leakage is far above the roughly $10^{-7}\ \mathrm{A/cm^2}$ tolerated in a memory capacitor, and 20 nm is thick for one. Less leakage need not remove the effect. If $J_r$ and $e_r$ fall by a common factor, every rate in (16) falls with them, while $p$, $a\tau$ and $g\tau/\varepsilon$ stay fixed. Then $C(0)$ is unchanged and the spectrum moves to lower frequency. Cooling to 25 °C with a common activation energy of 1 eV, and with the field scales held fixed, would slow the response about 680 times and put the sign change near $10^{-4}$ Hz.

The single trap sheet is a simplification, since the traps of a real film are spread in depth and energy. With $a$, $\tau$ and $g$ held fixed, the contribution is proportional to $s$. On this rough estimate, which ignores the shift of the bias state, moving the sheet to 15 nm would about halve it and leave $C(0)$ near $-0.1\ \mu\mathrm{F/cm^2}$, barely negative.

Some other rough sizes for these numbers are:

- Slow dielectric relaxation, at an assumed 2% of $C_\infty$ per decade over five decades, adds about $0.09\ \mu\mathrm{F/cm^2}$, or 4% of the trap contribution.

- Self-heating through 0.5 mm of silicon is about $10^{-6}$ K.
- The cathode field is about a quarter of a rough breakdown field of 4 MV/cm.

The effect also needs slow capture. Since $\tau<1/c$, the ratio $g\tau/\varepsilon$ is below $q/(\varepsilon\sigma F_J)$, so condition (19) fails if $\sigma$ exceeds about $2\times10^{-13}\ \mathrm{cm^2}$. The total capacitance is more sensitive: with the other parameters fixed and the bias state solved anew, $C(0)$ is already positive above about $7\times10^{-15}\ \mathrm{cm^2}$. It is positive again below about $2\times10^{-17}\ \mathrm{cm^2}$, where nearly all traps are empty and $a$ tends to zero. At 1 MV/cm and a low mobility of $0.1\ \mathrm{cm^2/(V\,s)}$, the thermal velocity is roughly 100 to 300 times the drift velocity, depending on the effective mass. For a ratio of 300, the value of $\sigma$ used here means a microscopic cross-section of only $10^{-17}\ \mathrm{cm^2}$, which is small for a positively charged trap. At constant mobility the ratio, and with it $\sigma$, would fall as $1/F_1$ instead of staying constant. With the same $\sigma$ at the bias point, $C(0)$ would then move from $-1.13$ to about $-2.0\ \mu\mathrm{F/cm^2}$.

Direct tunnelling from the cathode into the traps is left out by assumption, and this limits the model further. With a uniform 1.8 eV barrier and a mass of 0.15 electron masses it would be negligible, but the film would then pass less than $10^{-12}\ \mathrm{A/cm^2}$, far below the assumed leakage. A uniform barrier of about 1.2 eV would give roughly that leakage, but tunnelling would then fill traps 10 nm from the cathode about as fast as capture does, or faster, and equation (13) would need another term.

The injected current would also rise much more steeply with field, with $F_J$ near 0.07 MV/cm instead of 0.40. If $F_e$ stayed at 0.20 MV/cm, $a$ would be negative by (15), and the trap contribution in this model would be positive. With the other parameters fixed and the bias state solved anew, $C(0)$ is negative for $F_J$ from 0.25 to 1 MV/cm, but positive at 0.22 and at 2 MV/cm. The negative capacitance found here therefore needs an injection that varies with field neither too steeply nor too weakly, and such a barrier, with a mass of 0.15 electron masses, makes it too steep at this leakage. The steepness depends on the mass: with the barrier adjusted to the same leakage, a rough WKB estimate gives $F_J$ near 0.12 MV/cm for a mass of 0.3, near 0.18 MV/cm for 0.5, and 0.25 to 0.3 MV/cm for the free-electron mass.

A negative small-signal capacitance is therefore not by itself evidence of ferroelectric polarization. The step response offers a consistency test: if the measured $j(t)$, put into (5), reproduces the measured $C(\omega)$, the slow current accounts for the sign. That agreement does not identify the microscopic cause, because (5) holds for any linear device that meets the stated conditions.

Numerical values quoted here were computed with a short program.
